# Why F12 needs a strong-orthogonality projector and transcorrelation does not: a program that tests the result

```python
# Result under test: a similarity transform exp(-tau) H exp(tau), solved in an
# orbital space P, removes the overlap of tau*Phi0 with P by itself:
#   E2_TC = E2(P) - sum_{k outside P} gap_k * <k|t|Phi0>^2 ,  tau = g*t,
# whereas a separately added geminal energy needs an explicit projector.
# Model: two opposite-spin electrons, harmonic trap, repulsion g*delta(x1-x2),
# oscillator units (energy hbar*omega, length sqrt(hbar/(m*omega))).
# r = x1-x2, R = (x1+x2)/2; t(r) = -(ell/2)*exp(-|r|/ell).
# A "field" is (value, d/dx1, d/dx2, value on the line r=0), rows = functions.
import numpy as np
from itertools import combinations
from scipy.optimize import brentq
from scipy.special import gamma, rgamma, erfc

NMAX, N, ELL, G = 20, 6, 1.0, 1.0

# Quadrature: Gauss-Hermite in R, Gauss-Legendre on r>0 (doubled by symmetry)
node, weight = np.polynomial.hermite.hermgauss(60)
R_line = node / np.sqrt(2)
w_line = weight * np.exp(node**2) / np.sqrt(2)
s, ws = np.polynomial.legendre.leggauss(140)
Rg, rg = np.meshgrid(R_line, 9 * (s + 1), indexing="ij")
W = 2 * np.outer(w_line, 9 * ws).ravel()
x1, x2, r = (Rg + rg / 2).ravel(), (Rg - rg / 2).ravel(), rg.ravel()


def orbitals(x):
    p = np.zeros((NMAX + 1, x.size))
    p[0] = np.pi**-0.25 * np.exp(-x**2 / 2)
    p[1] = np.sqrt(2) * x * p[0]
    for k in range(2, NMAX + 1):
        p[k] = np.sqrt(2 / k) * x * p[k-1] - np.sqrt((k-1) / k) * p[k-2]
    d = np.zeros((NMAX, x.size))
    for k in range(NMAX):
        d[k] = -np.sqrt((k + 1) / 2) * p[k+1]
        if k:
            d[k] += np.sqrt(k / 2) * p[k-1]
    return p[:NMAX], d


pairs = [(a, b) for a in range(NMAX) for b in range(a, NMAX)]
ia, ib = np.array(pairs).T
norm = np.where(ia == ib, 0.5, np.sqrt(0.5))[:, None]
p1, d1 = orbitals(x1)
p2, d2 = orbitals(x2)
pl, _ = orbitals(R_line)
B = (norm * (p1[ia] * p2[ib] + p1[ib] * p2[ia]),
     norm * (d1[ia] * p2[ib] + d1[ib] * p2[ia]),
     norm * (p1[ia] * d2[ib] + p1[ib] * d2[ia]),
     norm * 2 * pl[ia] * pl[ib])
gap = (ia + ib).astype(float)


def pick(F, idx):
    return tuple(f[idx] for f in F)


def join(F, K):
    return tuple(np.vstack((f, k)) for f, k in zip(F, K))


def subtract(F, coef, idx):
    return tuple(f - coef[idx] @ b[idx] for f, b in zip(F, B))


def overlap(F, K):
    return (F[0] * W) @ K[0].T


def h0(F, K):
    kin = 0.5 * ((F[1] * W) @ K[1].T + (F[2] * W) @ K[2].T)
    return kin + (F[0] * W * 0.5 * (x1**2 + x2**2)) @ K[0].T


def contact(F, K):
    return (F[3] * w_line) @ K[3].T


def times(F, u, du, u_line):
    return (F[0]*u, F[1]*u + F[0]*du, F[2]*u - F[0]*du, F[3]*u_line)


t, dt, t_line = -ELL / 2 * np.exp(-r / ELL), 0.5 * np.exp(-r / ELL), -ELL / 2


def jastrow(F, lam):
    e = np.exp(lam * t)
    return times(F, e, lam * dt * e, np.exp(lam * t_line))


def space(n):
    return np.flatnonzero(ib < n)


def hbar_direct(g, lam, idx):
    left, right = jastrow(pick(B, idx), -lam), jastrow(pick(B, idx), lam)
    return h0(left, right) + g * contact(left, right)


def hbar_formula(g, idx):
    F = pick(B, idx)
    e = np.exp(-r / ELL)
    acted = F[0] * (g / (2*ELL) * e - g**2 / 4 * e**2)
    acted = acted - g / 2 * e * (F[1] - F[2])
    return np.diag(gap[idx] + 1) + (F[0] * W) @ acted.T


def lowest(M):
    val, vec = np.linalg.eig(M)
    k = np.argmin(val.real)
    assert abs(val[k].imag) < 1e-9
    c = vec[:, k]
    c = (c / c[np.argmax(abs(c))]).real
    return val[k].real, c


def second_coefficient(energy, h):
    return (energy(h) + energy(-h) - 2 * energy(0.0)) / (2 * h**2)


def exact_energy(g):
    def cusp(nu):
        return -np.sqrt(2)*gamma((1-nu)/2)*rgamma(-nu/2) - g/2
    return 1 + brentq(cusp, -0.9, 0.99, xtol=1e-15, rtol=1e-14)


# Quadrature and exact second-order coefficient
P = space(N)
assert np.allclose(overlap(B, B), np.eye(len(pairs)), atol=1e-9)
assert np.allclose(h0(B, B), np.diag(gap + 1), atol=1e-8)
E2_exact = -np.log(2) / (2 * np.pi)
assert abs(second_coefficient(exact_energy, 0.01) - E2_exact) < 2e-5

# Geminals in second order
Phi0 = pick(B, [0])
V = contact(B, Phi0)[:, 0]
E1 = V[0]
gem = times(Phi0, t, dt, t_line)
tk = overlap(B, gem)[:, 0]


def hylleraas(F):
    A = h0(F, F) - overlap(F, F)
    b = (contact(F, Phi0) - E1 * overlap(F, Phi0))[:, 0]
    return -b @ np.linalg.solve(A, b)


E2_orb = -np.sum(V[P[1:]]**2 / gap[P[1:]])
gem_Q = subtract(gem, tk, P)
E2_gem, E2_gemQ = hylleraas(gem), hylleraas(gem_Q)
E2_joint = hylleraas(join(pick(B, P[1:]), gem))
assert abs(E2_joint - E2_orb - E2_gemQ) < 1e-8
assert E2_joint > E2_exact - 1e-9
assert E2_orb + E2_gem < E2_exact - 0.01
overlap_fraction = np.sum(tk[P[1:]]**2) / (overlap(gem, gem)[0, 0] - tk[0]**2)


# Strong orthogonality: remove every function containing the occupied orbital
def averaged_t(x):
    k = 1 / ELL
    lo = np.exp(k*k/4 - k*x) * erfc(k/2 - x)
    hi = np.exp(k*k/4 + k*x) * erfc(k/2 + x)
    return -ELL/4 * (lo + hi), -ELL/4 * k * (hi - lo)


m1, dm1 = averaged_t(x1)
m2, dm2 = averaged_t(x2)
ml, _ = averaged_t(R_line)
br = t - m1 - m2 + tk[0]
gem_SO = (Phi0[0]*br, Phi0[1]*br + Phi0[0]*(dt - dm1),
          Phi0[2]*br + Phi0[0]*(-dt - dm2), Phi0[3]*(t_line - 2*ml + tk[0]))
assert np.max(abs(overlap(pick(B, ia == 0), gem_SO))) < 1e-8
virt = np.flatnonzero((ia > 0) & (ib < N))
gem_SO = subtract(gem_SO, overlap(B, gem_SO)[:, 0], virt)
outer = np.flatnonzero((ia == 0) & (ib >= N))
E2_single = -np.sum(V[outer]**2 / gap[outer])
E2_SO = hylleraas(gem_SO)
E2_three = E2_orb + E2_single + E2_SO
assert abs(hylleraas(join(pick(B, outer), gem_Q)) - E2_single - E2_SO) < 1e-6
assert E2_three > E2_exact - 1e-9

# Transcorrelated Hamiltonian: derived local form against direct integrals
hbar_error = np.max(abs(hbar_formula(G, P) - hbar_direct(G, G, P)))
assert hbar_error < 1e-8

# Automatic removal of the overlap, in energy and amplitudes
h_gem = (h0(gem, gem) - overlap(gem, gem))[0, 0]
assert abs(h_gem - np.exp(2/ELL**2)*erfc(np.sqrt(2)/ELL)/4) < 1e-9
inside = np.sum(gap[P] * tk[P]**2)
outside = h_gem - inside
E2_TC = second_coefficient(lambda g: lowest(hbar_formula(g, P))[0], 0.005)
assert abs(E2_TC - (E2_orb - outside)) < 2e-5
h = 0.001
slope = (lowest(hbar_formula(h, P))[1] - lowest(hbar_formula(-h, P))[1]) / (2*h)
amp_formula = -V[P[1:]] / gap[P[1:]] - tk[P[1:]]
amp_error = np.max(abs(slope[1:] - amp_formula))
assert amp_error < 1e-4
k11 = pairs.index((1, 1))
pos11 = int(np.flatnonzero(P == k11)[0])

# A correlator twice too strong overshoots through its outside part
E2_strong = second_coefficient(
    lambda g: lowest(hbar_direct(g, 2*g, P))[0], 0.005)
assert abs(E2_strong - (E2_orb - 4 * outside)) < 1e-4
assert E2_strong < E2_exact

# Finite coupling: basis convergence, and relaxed against frozen amplitudes
E_exact = exact_energy(G)
table = []
for n in (3, 6, 12, 20):
    idx = space(n)
    F = pick(B, idx)
    ci = np.linalg.eigvalsh(np.diag(gap[idx] + 1) + G*contact(F, F))[0]
    table.append((n, ci, lowest(hbar_formula(G, idx))[0]))
assert all(abs(tc - E_exact) < abs(ci - E_exact) for _, ci, tc in table)
assert abs(table[-1][2] - E_exact) < 3e-3


def expectation(F):
    return ((h0(F, F) + G*contact(F, F)) / overlap(F, F))[0, 0]


BP = pick(B, P)
c_bare = np.linalg.eigh(np.diag(gap[P] + 1) + G*contact(BP, BP))[1][:, 0]
c_tc = lowest(hbar_formula(G, P))[1]
E_frozen = expectation(jastrow(tuple((c_bare @ f)[None] for f in BP), G))
E_relaxed = expectation(jastrow(tuple((c_tc @ f)[None] for f in BP), G))
assert E_relaxed > E_exact - 1e-9
assert E_frozen > E_relaxed + 0.01

# Three same-spin fermions on a lattice: many-electron formula and spectators
M, NL = 8, 5
site = np.arange(M) - (M - 1) / 2
one = np.diag(0.1 * site**2) - np.eye(M, k=1) - np.eye(M, k=-1)
eps, C = np.linalg.eigh(one)
dist = abs(site[:, None] - site[None, :])
v2, t2 = 1 / (1 + dist), -0.5 * np.exp(-dist / 2)
dets = list(combinations(range(M), 3))
D = np.array([[np.linalg.det(C[np.ix_(q, o)]) for o in dets] for q in dets])
e0 = np.array([sum(eps[list(o)]) for o in dets])
Vs = np.array([sum(v2[i, j] for i, j in combinations(q, 2)) for q in dets])
ts = np.array([sum(t2[i, j] for i, j in combinations(q, 2)) for q in dets])
H3 = D @ np.diag(e0) @ D.T
inP = np.array([max(o) < NL for o in dets])


def lattice_energy(g):
    full = np.exp(-g*ts)[:, None] * (H3 + g*np.diag(Vs)) * np.exp(g*ts)
    return lowest(D[:, inP].T @ full @ D[:, inP])[0]


V3, t3, gap3 = D.T @ (Vs * D[:, 0]), D.T @ (ts * D[:, 0]), e0 - e0[0]
use = inP & (gap3 > 1e-10)
E2_3P = -np.sum(V3[use]**2 / gap3[use])
out3 = np.sum(gap3[~inP] * t3[~inP]**2)
in3 = np.sum(gap3[inP] * t3[inP]**2)
E2_3TC = second_coefficient(lattice_energy, 0.002)
assert abs(E2_3TC - (E2_3P - out3)) < 5e-5
assert in3 > 1e-3

pair = t2 * (np.outer(C[:, 0], C[:, 1]) - np.outer(C[:, 1], C[:, 0]))
pair /= np.linalg.norm(pair)
spec = C[:, 2]
three = (np.einsum("xy,z->xyz", pair, spec) + np.einsum("yz,x->xyz", pair, spec)
         + np.einsum("zx,y->xyz", pair, spec)) / np.sqrt(3)
Qs = np.eye(M) - np.outer(spec, spec)
norm3, normQ = np.sum(three**2), np.sum((Qs @ pair @ Qs)**2)
assert abs(norm3 - normQ) < 1e-12 and norm3 < 1 - 1e-5

print("Trap model; energies in hbar*omega, lengths in oscillator lengths")
print(f"coupling g = {G:.1f} hbar*omega*length; range ell = {ELL:.1f} length")
print(f"orbitals in the main example = {N}; symmetric pair functions = {len(P)}")
print("Second-order coefficients of g^2 (g in oscillator units), hbar*omega:")
print(f"  exact                                  {E2_exact:.6f}")
print(f"  orbitals alone                         {E2_orb:.6f}")
print(f"  unprojected geminal alone              {E2_gem:.6f}")
print(f"  naive sum orbitals + geminal           {E2_orb + E2_gem:.6f}")
print(f"  geminal with orbital space removed     {E2_gemQ:.6f}")
print(f"  orbitals + that geminal                {E2_orb + E2_gemQ:.6f}")
print(f"  joint solution, unprojected geminal    {E2_joint:.6f}")
print(f"  singles to orbitals outside the basis  {E2_single:.8f}")
print(f"  strongly orthogonal geminal            {E2_SO:.6f}")
print(f"  orbitals + singles + that geminal      {E2_three:.6f}")
print(f"share of geminal norm^2 in P, reference removed: {overlap_fraction:.4f}")
print("Transcorrelation, second-order coefficients, hbar*omega:")
print(f"  sum gap*t^2, all states                {h_gem:.6f}")
print(f"  sum gap*t^2, inside P                  {inside:.6f}")
print(f"  sum gap*t^2, outside P                 {outside:.6f}")
print(f"  from numerical eigenvalues             {E2_TC:.6f}")
print(f"  from formula                           {E2_orb - outside:.6f}")
print(f"  if inside part did not cancel          {E2_orb - h_gem:.6f}")
print(f"  correlator twice too strong            {E2_strong:.6f}")
print("First-order amplitude of pair function (1,1), per unit g:")
print(f"  bare Hamiltonian                       {-V[k11]/gap[k11]:.6f}")
print(f"  overlap t_k of correlator              {tk[k11]:.6f}")
print(f"  transcorrelated, numerical             {slope[pos11]:.6f}")
print(f"  transcorrelated, formula               {amp_formula[pos11-1]:.6f}")
print(f"largest amplitude deviation (per unit g) = {amp_error:.1e}")
print(f"largest H-bar element deviation = {hbar_error:.1e} hbar*omega")
print(f"Exact energy at g = {G:.1f}: {E_exact:.6f} hbar*omega")
print("orbitals   ordinary CI   transcorrelated   (hbar*omega)")
for n, ci, tc in table:
    print(f"{n:5d}      {ci:.6f}      {tc:.6f}")
print("Expectation value of H with exp(tau), six orbitals, hbar*omega:")
print(f"  bare amplitudes frozen                 {E_frozen:.6f}")
print(f"  transcorrelated amplitudes             {E_relaxed:.6f}")
print(f"Lattice: {M} sites, {NL} orbitals, 3 fermions; unit: hopping energy")
print(f"  E2 orbitals alone                      {E2_3P:.6f}")
print(f"  sum gap*t^2 inside P, outside P        {in3:.6f}, {out3:.6f}")
print(f"  E2 transcorrelated: numerical, formula {E2_3TC:.6f}, {E2_3P-out3:.6f}")
print("Spectator test, norm^2 (dimensionless), unprojected pair = 1:")
print(f"  antisymmetrized three-fermion function {norm3:.6f}")
print(f"  pair with spectator orbital removed    {normQ:.6f}")
print("verified")
```

Running it gives:

```
Trap model; energies in hbar*omega, lengths in oscillator lengths
coupling g = 1.0 hbar*omega*length; range ell = 1.0 length
orbitals in the main example = 6; symmetric pair functions = 21
Second-order coefficients of g^2 (g in oscillator units), hbar*omega:
  exact                                  -0.110318
  orbitals alone                         -0.067571
  unprojected geminal alone              -0.107639
  naive sum orbitals + geminal           -0.175210
  geminal with orbital space removed     -0.042743
  orbitals + that geminal                -0.110314
  joint solution, unprojected geminal    -0.110314
  singles to orbitals outside the basis  -0.00031101
  strongly orthogonal geminal            -0.042432
  orbitals + singles + that geminal      -0.110314
share of geminal norm^2 in P, reference removed: 0.8961
Transcorrelation, second-order coefficients, hbar*omega:
  sum gap*t^2, all states                0.084051
  sum gap*t^2, inside P                  0.041850
  sum gap*t^2, outside P                 0.042201
  from numerical eigenvalues             -0.109772
  from formula                           -0.109772
  if inside part did not cancel          -0.151622
  correlator twice too strong            -0.236375
First-order amplitude of pair function (1,1), per unit g:
  bare Hamiltonian                       -0.099736
  overlap t_k of correlator              -0.068682
  transcorrelated, numerical             -0.031054
  transcorrelated, formula               -0.031054
largest amplitude deviation (per unit g) = 1.3e-09
largest H-bar element deviation = 1.9e-13 hbar*omega
Exact energy at g = 1.0: 1.306746 hbar*omega
orbitals   ordinary CI   transcorrelated   (hbar*omega)
    3      1.351304      1.304793
    6      1.334027      1.305469
   12      1.324374      1.306245
   20      1.319833      1.306510
Expectation value of H with exp(tau), six orbitals, hbar*omega:
  bare amplitudes frozen                 1.354575
  transcorrelated amplitudes             1.306777
Lattice: 8 sites, 5 orbitals, 3 fermions; unit: hopping energy
  E2 orbitals alone                      -0.016015
  sum gap*t^2 inside P, outside P        0.021684, 0.003337
  E2 transcorrelated: numerical, formula -0.019352, -0.019352
Spectator test, norm^2 (dimensionless), unprojected pair = 1:
  antisymmetrized three-fermion function 0.848868
  pair with spectator orbital removed    0.848868
verified
```
